**Kubo response tested against full quantum dynamics**

For $H(t)=H_0+f(t)B$ and a stationary initial state, the program tests $\chi_{AB}(t)=-(i/\hbar)\theta(t)\langle[A(t),B(0)]\rangle$ and its Lehmann sum over levels $E_n$ with populations $p_n$. Here $A$ is the observed operator, $B$ the operator coupled to the field $f$, and $\eta$ the switching rate. In a four-level system with random Hermitian matrices, it asserts that the first-order density matrix and the Kubo response agree with integration of the von Neumann equation, and that the Lehmann sum equals the time integral of the commutator. It also asserts that the commutator depends on the time difference alone for the thermal state, but not for a chosen non-stationary state. For a two-level system with a 0.10 eV gap, it asserts the closed-form kernel, the static limit, the response to slow switching and the cubic scaling of the error. The output shows that halving the field reduces the largest error by a factor of 7.98. Under resonant driving, the linear value is −1.890 at 1665 fs, while the full and rotating-wave values are both −0.430.

## Numerical verification

```python
"""Kubo formula for H(t) = H0 + f(t) B and a stationary initial state rho0:
    chi_AB(t) = -(i/hbar) theta(t) <[A(t), B(0)]>
    chi_AB(w) = sum_nm (p_n-p_m) A_nm B_mn / (hbar w + E_n - E_m + i hbar eta)
Both are tested against direct integration of the von Neumann equation, for a
random four-level system and for a two-level system H0 = (gap/2) sigma_z
driven through sigma_x. Energies in eV, times in fs, A and B dimensionless.
p_n: thermal populations; eta: switching rate; f: drive energy."""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp, simpson
from scipy.linalg import expm

HBAR = constants.hbar / constants.e * 1e15          # eV fs
KB = constants.k / constants.e                      # eV/K
TEMPERATURE = 600.0                                 # K
KT = KB * TEMPERATURE


def gibbs(H):
    rho = expm(-H / KT)
    return rho / np.trace(rho)


def propagate(H0, B, drive, rho0, times):
    """Full (nonlinear) density matrix at the given times."""
    n = len(H0)

    def rhs(t, y):
        rho = y.reshape(n, n)
        H = H0 + drive(t) * B
        return (-1j / HBAR * (H @ rho - rho @ H)).ravel()

    # max_step keeps the integrator from jumping over a short pulse
    sol = solve_ivp(rhs, (times[0], times[-1]), rho0.astype(complex).ravel(),
                    method="DOP853", t_eval=times, rtol=1e-10, atol=1e-13,
                    max_step=5.0)
    assert sol.success
    return sol.y.T.reshape(-1, n, n)


def expect(rhos, A):
    return np.einsum("tij,ji->t", rhos, A).real


def kubo_kernel(H0, A, B, rho0, dt, count):
    """Commutator kernel at t = 0, dt, 2dt, ... from operator products."""
    step = expm(-1j * H0 * dt / HBAR)
    At = A.astype(complex)
    values = np.empty(count, dtype=complex)
    for k in range(count):
        values[k] = -1j / HBAR * np.trace(rho0 @ (At @ B - B @ At))
        At = step.conj().T @ At @ step
    return values


def lehmann(H0, A, B, z):
    """Spectral sum at complex energy z = hbar*omega + i*hbar*eta."""
    E, V = np.linalg.eigh(H0)
    p = np.exp(-(E - E[0]) / KT)
    p /= p.sum()
    Ae, Be = V.conj().T @ A @ V, V.conj().T @ B @ V
    return np.sum((p[:, None] - p[None, :]) * Ae * Be.T
                  / (z + E[:, None] - E[None, :]))


# ---------- random four-level system ----------
rng = np.random.default_rng(7)


def hermitian():
    M = rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4))
    return (M + M.conj().T) / 2


H4, A4, B4 = 0.05 * hermitian(), hermitian(), hermitian()
rho4 = gibbs(H4)
dt = 0.25
kernel4 = kubo_kernel(H4, A4, B4, rho4, dt, 6601)

# first-order density matrix after a Gaussian pulse
pulse_height, t_end = 2e-5, 120.0


def pulse(t):
    return pulse_height * np.exp(-((t - 60.0) / 15.0) ** 2)


ends = np.array([0.0, t_end])
rho_plus = propagate(H4, B4, pulse, rho4, ends)[-1]
rho_minus = propagate(H4, B4, lambda t: -pulse(t), rho4, ends)[-1]
drho_direct = (rho_plus - rho_minus) / 2
tau = np.arange(481) * dt
step = expm(-1j * H4 * dt / HBAR)
C = B4 @ rho4 - rho4 @ B4
integrand = []
for s in tau:
    integrand.append(-1j / HBAR * pulse(t_end - s) * C)
    C = step @ C @ step.conj().T
drho_formula = simpson(np.array(integrand), x=tau, axis=0)
err_rho = (np.linalg.norm(drho_direct - drho_formula)
           / np.linalg.norm(drho_direct))
assert err_rho < 1e-4

resp_direct = np.trace(drho_direct @ A4).real
resp_kubo = simpson(kernel4[:481].real * pulse(t_end - tau), x=tau)
scale = np.linalg.norm(drho_direct) * np.linalg.norm(A4)
assert abs(resp_direct - resp_kubo) < 1e-4 * scale
assert np.max(np.abs(kernel4.imag)) < 1e-9          # Hermitian A, B: real kernel

# Lehmann sum against the half-line integral of the commutator kernel
w4, eta4 = 0.07, 0.01                               # hbar*omega, hbar*eta in eV
tgrid = np.arange(len(kernel4)) * dt
chi4_integral = simpson(kernel4 * np.exp(1j * (w4 + 1j * eta4) * tgrid / HBAR),
                        x=tgrid)
chi4_sum = lehmann(H4, A4, B4, w4 + 1j * eta4)
assert abs(chi4_integral - chi4_sum) < 1e-4 * abs(chi4_sum)


# a stationary state is needed for dependence on the time difference only
def two_time(rho, t, s):
    Ut, Us = expm(-1j * H4 * t / HBAR), expm(-1j * H4 * s / HBAR)
    At, Bs = Ut.conj().T @ A4 @ Ut, Us.conj().T @ B4 @ Us
    return np.trace(rho @ (At @ Bs - Bs @ At))


rho_moving = np.diag([1.0, 0.0, 0.0, 0.0])
shift_thermal = abs(two_time(rho4, 30, 20) - two_time(rho4, 10, 0))
shift_moving = abs(two_time(rho_moving, 30, 20) - two_time(rho_moving, 10, 0))
assert shift_thermal < 1e-10 and shift_moving > 1e-2

# ---------- two-level system ----------
gap, f0, hw = 0.10, 0.001, 0.08                     # eV
sx = np.array([[0, 1], [1, 0]], dtype=complex)
sz = np.diag([1.0, -1.0]).astype(complex)
H2 = gap / 2 * sz
rho2 = gibbs(H2)
P = np.tanh(gap / (2 * KT))
w0, w = gap / HBAR, hw / HBAR
assert abs((rho2[1, 1] - rho2[0, 0]).real - P) < 1e-12

kernel2 = kubo_kernel(H2, sx, sx, rho2, 0.5, 401)
times = np.arange(401) * 0.5
assert np.allclose(kernel2, -2 * P / HBAR * np.sin(w0 * times), atol=1e-10)

# static response from exact eigenstates with populations held fixed
small = 1e-6
states = np.linalg.eigh(H2 + small * sx)[1]
sx_levels = np.einsum("in,ij,jn->n", states.conj(), sx, states).real
static_direct = (rho2[1, 1].real * sx_levels[0]
                 + rho2[0, 0].real * sx_levels[1]) / small
static_sum = lehmann(H2, sx, sx, 1e-12j).real
assert abs(static_direct - static_sum) < 1e-5 * abs(static_sum)
assert abs(static_sum + 2 * P / gap) < 1e-8


# drive switched on at t = 0, off resonance
def linear(f):
    return (-2 * P * f / HBAR * w0 * (np.cos(w * times) - np.cos(w0 * times))
            / (w0 ** 2 - w ** 2))


def full(f):
    return expect(propagate(H2, sx, lambda t: f * np.cos(w * t), rho2, times),
                  sx)


exact_1, exact_half = full(f0), full(f0 / 2)
err_1 = np.max(np.abs(exact_1 - linear(f0)))
err_half = np.max(np.abs(exact_half - linear(f0 / 2)))
assert err_1 < 0.02 * np.max(np.abs(exact_1))
assert 7.7 < err_1 / err_half < 8.3                 # cubic leading error

# slow exponential switching at finite eta
heta, f_slow = 0.005, 1e-4                          # eV
eta = heta / HBAR
late = np.linspace(-40.0, 0.0, 41)
slow_times = np.concatenate(([-14.0 / eta], late))
slow = expect(propagate(H2, sx,
                        lambda t: f_slow * np.exp(eta * t) * np.cos(w * t),
                        rho2, slow_times), sx)[1:]
chi2 = lehmann(H2, sx, sx, hw + 1j * heta)
slow_linear = f_slow * np.exp(eta * late) * (chi2 * np.exp(-1j * w * late)).real
assert np.max(np.abs(slow - slow_linear)) < 1e-3 * f_slow * abs(chi2)
assert abs(chi2 - 2 * P * gap / ((hw + 1j * heta) ** 2 - gap ** 2)) < 1e-9

# resonant drive, sampled where sin(w0 t) = 1
cycles = np.array([2, 16, 40])
t_res = (2 * np.pi * cycles + np.pi / 2) / w0
res = expect(propagate(H2, sx, lambda t: f0 * np.cos(w0 * t), rho2,
                       np.concatenate(([0.0], t_res))), sx)[1:]
angle = f0 * t_res / HBAR
res_linear, res_rwa = -P * angle, -P * np.sin(angle)
assert np.max(np.abs(res - res_rwa)) < 0.01         # counter-rotating part ~ f0/gap
assert abs(res[0] - res_linear[0]) < 0.01
assert abs(res[2] - res_linear[2]) > 0.5            # linear response has failed

# ---------- output ----------
print(f"hbar = {HBAR:.6f} eV fs")
print(f"temperature = {TEMPERATURE:.0f} K, k_B T = {KT:.5f} eV")
print("Four-level test system")
print(f"  relative error of first-order density matrix = {err_rho:.1e}")
print(f"  pulse response, direct = {resp_direct:.6e} (dimensionless)")
print(f"  pulse response, Kubo   = {resp_kubo:.6e} (dimensionless)")
print(f"  hbar*omega = {w4:.3f} eV, hbar*eta = {eta4:.3f} eV")
print(f"  chi from time integral = {chi4_integral:.5f} 1/eV")
print(f"  chi from Lehmann sum   = {chi4_sum:.5f} 1/eV")
print(f"  change of <[A(t),B(s)]> when both times shift by 20 fs:")
print(f"    thermal state {shift_thermal:.1e}, moving state {shift_moving:.3f}")
print("Two-level system")
print(f"  gap = {gap:.3f} eV, f0 = {f0:.4f} eV, hbar*omega = {hw:.3f} eV")
print(f"  omega0 = {w0:.5f} rad/fs, omega = {w:.5f} rad/fs")
print(f"  population difference P = {P:.5f}")
print(f"  kernel amplitude 2P/hbar = {2 * P / HBAR:.5f} 1/(eV fs)")
print(f"  static chi, eigenstates = {static_direct:.4f} 1/eV")
print(f"  static chi, Lehmann     = {static_sum:.4f} 1/eV")
print("  Drive switched on at t=0: t (fs), <sx> full, <sx> linear")
for t in (10, 60, 100):
    k = int(2 * t)
    print(f"    {times[k]:6.1f}  {exact_1[k]:.6f}  {linear(f0)[k]:.6f}")
print(f"  largest error over 200 fs, f0   = {err_1:.3e}")
print(f"  largest error over 200 fs, f0/2 = {err_half:.3e}")
print(f"  ratio of these errors = {err_1 / err_half:.3f}")
print(f"  Slow switching: hbar*eta = {heta:.4f} eV, f0 = {f_slow:.1e} eV")
print(f"    chi(omega) = {chi2:.4f} 1/eV")
print(f"    <sx> at t=0: full {slow[-1]:.6e}, linear {slow_linear[-1]:.6e}")
print("  Resonance: t (fs), f0 t/hbar, <sx> full, linear, rotating-wave")
for row in zip(t_res, angle, res, res_linear, res_rwa):
    print("    {:8.2f}  {:.4f}  {:.4f}  {:.4f}  {:.4f}".format(*row))
print("all good")
```

Running it gives:

```
hbar = 0.658212 eV fs
temperature = 600 K, k_B T = 0.05170 eV
Four-level test system
  relative error of first-order density matrix = 7.6e-07
  pulse response, direct = -1.010080e-04 (dimensionless)
  pulse response, Kubo   = -1.010078e-04 (dimensionless)
  hbar*omega = 0.070 eV, hbar*eta = 0.010 eV
  chi from time integral = -4.17165+16.83937j 1/eV
  chi from Lehmann sum   = -4.17165+16.83937j 1/eV
  change of <[A(t),B(s)]> when both times shift by 20 fs:
    thermal state 1.1e-15, moving state 0.806
Two-level system
  gap = 0.100 eV, f0 = 0.0010 eV, hbar*omega = 0.080 eV
  omega0 = 0.15193 rad/fs, omega = 0.12154 rad/fs
  population difference P = 0.74740
  kernel amplitude 2P/hbar = 2.27101 1/(eV fs)
  static chi, eigenstates = -14.9480 1/eV
  static chi, Lehmann     = -14.9480 1/eV
  Drive switched on at t=0: t (fs), <sx> full, <sx> linear
      10.0  -0.012308  -0.012309
      60.0  -0.061565  -0.061662
     100.0  -0.074040  -0.074175
  largest error over 200 fs, f0   = 3.973e-04
  largest error over 200 fs, f0/2 = 4.978e-05
  ratio of these errors = 7.982
  Slow switching: hbar*eta = 0.0050 eV, f0 = 1.0e-04 eV
    chi(omega) = -39.3209-8.6777j 1/eV
    <sx> at t=0: full -3.932051e-03, linear -3.932089e-03
  Resonance: t (fs), f0 t/hbar, <sx> full, linear, rotating-wave
       93.05  0.1414  -0.1053  -0.1057  -0.1053
      672.05  1.0210  -0.6373  -0.7631  -0.6373
     1664.61  2.5290  -0.4298  -1.8902  -0.4298
all good
```
